# Exact electron-only electrostatics of an undoped symmetric double-gate film

An undoped semiconductor film of thickness $w$ and permittivity $\kappa_s$ occupies $-w/2\le x\le w/2$. On each side lies an insulator of thickness $t$ and permittivity $\kappa_o$, free of charge in its volume and at its interfaces, and beyond it a gate. The two gates are made of the same material and held at the same voltage $V_G$. Gaussian units are used in the algebra, $e>0$ is the elementary charge, and the electron charge is $-e$.

The electrostatic potential is $\phi(x)$, and $V$ is the electron quasi-Fermi potential. No current flows across the film, so $V$ does not depend on $x$. The electrons are treated as a classical dilute gas,

$$
n(x)=n_i e^{u(x)},\qquad u=\frac{e(\phi-V)}{k_BT},
$$

where $n_i$ is the intrinsic density and the zero of $\phi$ is chosen so that $n=n_i$ when $\phi=V$. On this scale the potential at each gate is $V_G-\Phi$, where $\Phi$ is the flat-band offset set by the gate material. Only the difference from $V$ matters, so let

$$
V_g=V_G-\Phi-V,\qquad v=\frac{eV_g}{k_BT}.
$$

Holes are left out of the charge density. The solution below is exact for this electron-only Boltzmann model, and the cost of three of its approximations is examined after the solution.

Since there are no dopants, the charge density is $-en$, and Poisson's equation $\kappa_s\phi''=-4\pi(-en)$ reads $\phi''=4\pi en/\kappa_s$. Multiplication by $e/(k_BT)$ gives

$$
u''=4\pi\ell n_i e^u=2k_i^2e^u,\qquad
\ell=\frac{e^2}{\kappa_sk_BT},\qquad k_i=\sqrt{2\pi\ell n_i}.
$$

The length $\ell$ is the distance at which two electrons in the medium have interaction energy $k_BT$.

The boundary conditions come from the insulators. With no charge inside them the potential there is linear, and the normal displacement is continuous at the film surface. At $x=w/2$ this means

$$
\kappa_o\frac{(V_G-\Phi)-\phi(w/2)}{t}=\kappa_s\phi'(w/2),
$$

or, after multiplication by $et/(\kappa_ok_BT)$,

$$
v-u(w/2)=b_o\,u'(w/2),\qquad b_o=\frac{\kappa_st}{\kappa_o}.
$$

At $x=-w/2$ the same condition holds with $u'$ replaced by $-u'$.

These conditions allow one solution at most. Let $d=u_1-u_2$ be the difference of two solutions. Then $d'(w/2)=-d(w/2)/b_o$ and $d'(-w/2)=d(-w/2)/b_o$, and integration by parts gives

$$
\int d\,d''\,dx=-\frac{d(w/2)^2+d(-w/2)^2}{b_o}-\int d'^2\,dx\le0.
$$

The differential equation makes the same integral equal to $2k_i^2\int(u_1-u_2)(e^{u_1}-e^{u_2})dx$, which is not negative because the exponential increases. Both sides must vanish, so $d=0$. The mirror image of a solution is also a solution, hence the solution is even in $x$ and $u'(0)=0$.

Multiply the differential equation by $2u'$. The left side becomes $2u'u''=(u'^2)'$ and the right side $4k_i^2e^uu'=(4k_i^2e^u)'$. Integration from the centre, where $u=u_0$ and $u'=0$, yields

$$
u'^2=4k_i^2\left(e^u-e^{u_0}\right).
$$

Because $u''>0$, $u$ rises from the centre towards either surface. For $x>0$ one may therefore define an angle $0<\theta<\pi/2$ by

$$
e^{-(u-u_0)/2}=\cos\theta,\qquad u=u_0-2\ln\cos\theta .
$$

Differentiation gives $u'=2\theta'\tan\theta$. On the other side of the first integral, $e^u-e^{u_0}=e^{u_0}(\sec^2\theta-1)=e^{u_0}\tan^2\theta$. Taking the positive root, since $u'>0$, leaves

$$
2\theta'\tan\theta=2k_ie^{u_0/2}\tan\theta .
$$

For $x>0$ the tangent is not zero and can be cancelled. Then $\theta'=k$ with the constant $k=k_ie^{u_0/2}$, and $\theta(0)=0$ gives $\theta=kx$. With $\beta=kw/2$, the definition of $k$ gives $u_0=2\ln(k/k_i)=2\ln[2\beta/(k_iw)]$, so

$$
\boxed{u(x)=2\ln\frac{2\beta}{k_iw}-2\ln\cos\frac{2\beta x}{w}},\qquad 0<\beta<\frac{\pi}{2}.
$$

The upper limit on $\beta$ keeps the cosine positive up to the surface. Direct substitution covers all $x$, including the centre: $u'=2k\tan kx$, so $u''=2k^2\sec^2kx$, while $2k_i^2e^u=2k_i^2(k/k_i)^2\sec^2kx$ is the same function.

At the surface $x=w/2$,

$$
u_s=2\ln\frac{2\beta}{k_iw}-2\ln\cos\beta,\qquad
u_s'=\frac{4\beta}{w}\tan\beta .
$$

Let $r=b_o/w=\kappa_st/(\kappa_ow)$. The boundary condition becomes $v=u_s+4r\beta\tan\beta$, and half of it is the gate-voltage condition

$$
\boxed{\frac{eV_g}{2k_BT}=\ln\frac{2}{k_iw}+\ln\beta-\ln\cos\beta+2r\beta\tan\beta}.
$$

The first two terms on the right are half the scaled centre potential, the third is half the rise from centre to surface, and the last is half the drop across the insulator. The derivative of the right side with respect to $\beta$ is

$$
D=\frac1\beta+\tan\beta+2rG,\qquad G=\tan\beta+\beta\sec^2\beta,
$$

which is positive. The right side tends to $-\infty$ as $\beta\to0$ and to $+\infty$ as $\beta\to\pi/2$. Each gate voltage thus has one root, which bisection on this interval will find.

The number of electrons per unit film area, $N$, follows from $n=u''/(4\pi\ell)$:

$$
N=\int_{-w/2}^{w/2}n\,dx=\frac{2u_s'}{4\pi\ell}=\frac{2\beta\tan\beta}{\pi\ell w}.
$$

The centre and surface densities are

$$
n_0=n_ie^{u_0}=\frac{k^2}{2\pi\ell}=\frac{2\beta^2}{\pi\ell w^2},\qquad n_s=n_0\sec^2\beta .
$$

Evaluating the first integral at the surface, with $u_s'=2\pi\ell N$ and $k_i^2=2\pi\ell n_i$, gives $4\pi^2\ell^2N^2=8\pi\ell(n_s-n_0)$, or

$$
n_s-n_0=\frac{\pi\ell}{2}N^2 .
$$

This is a balance of forces. Multiplied by $k_BT$, the left side is the excess gas pressure at the surface. The right side is then the field energy density $\kappa_s\phi'^2/(8\pi)$ at the surface, as follows from $\phi'=(k_BT/e)u_s'$. The field vanishes at the centre, so the pressure difference balances the electric stress.

In weak inversion $\beta$ is small. The expansions $-\ln\cos\beta\simeq\beta^2/2$ and $\beta\tan\beta\simeq\beta^2+\beta^4/3$ turn the gate condition into

$$
\ln\beta\simeq\frac v2-\ln\frac{2}{k_iw}-\left(\frac12+2r\right)\beta^2 .
$$

Doubling and exponentiating gives $\beta^2\simeq(k_iw/2)^2e^v[1-(1+4r)\beta^2]$. Insert this in $N\simeq2\beta^2(1+\beta^2/3)/(\pi\ell w)$ and use $k_i^2=2\pi\ell n_i$:

$$
N\simeq n_iwe^v\left[1-\left(\frac23+4r\right)\beta^2\right].
$$

To leading order the potential is flat and follows the gate, and electrons fill the whole film, so that $N$ is proportional to $w$. The gate voltage needed to raise $N$ tenfold is $(k_BT/e)\ln10$. Both $\beta^2$ and $4r\beta^2$ must be small for this. Since $\beta^2\simeq\pi\ell wN/2$ here, the regime requires $N\ll2/(\pi\ell w)$ and also $N\ll1/(2\pi r\ell w)$; the second condition is the stricter one when $r>1/4$.

In strong inversion write $\beta=\pi/2-\delta$ with $\delta\to0$, so that $\tan\beta\simeq1/\delta$. The centre density and potential saturate:

$$
n_0\to\frac{\pi}{2\ell w^2},\qquad
\phi(0)-V\to\frac{2k_BT}{e}\ln\frac{\pi}{k_iw}.
$$

The limiting density does not contain $n_i$. The sheet density $N\simeq1/(\ell w\delta)$ continues to grow, and the added electrons gather near the surfaces. To see their profile, let $y=w/2-x$ be the distance from a surface. Then $\cos kx=\sin(\delta+ky)\simeq\delta+ky$ for $y\ll w$, and

$$
n\simeq\frac{k^2}{2\pi\ell(\delta+ky)^2}=\frac{1}{2\pi\ell(y+b)^2},\qquad
b=\frac{\delta}{k}\simeq\frac{1}{\pi\ell N}.
$$

The last form uses $k\simeq\pi/w$. The film thickness has dropped out at fixed $N$: each surface carries its own layer. Extended to $y\to\infty$, that layer contains $1/(2\pi\ell b)=N/2$ electrons per unit area, half of them within the distance $b$ of the surface.

The capacitance per unit area of both gates together, at fixed $V$, is $C=e\,dN/dV_g$. Since $d(\beta\tan\beta)/d\beta=G$, one has $dN/d\beta=2G/(\pi\ell w)$, while the gate condition gives $dv/d\beta=2D$. Therefore

$$
C=\frac{e^2}{k_BT}\,\frac{G}{\pi\ell wD}=\frac{\kappa_sG}{\pi wD}.
$$

The two insulators in parallel have $C_o=2\kappa_o/(4\pi t)=\kappa_o/(2\pi t)$, and the ratio is

$$
\frac{C}{C_o}=\frac{2rG}{1/\beta+\tan\beta+2rG}.
$$

For small $\beta$, $G\simeq2\beta$ and the ratio is about $4r\beta^2$: the potential of the film follows the gate and little charge is added. For $\delta\to0$, $G\simeq\pi/(2\delta^2)$ and the ratio is approximately $1-\delta/(\pi r)$. The insulators then limit the charge.

For a worked example take round model parameters: $w=20$ nm, $t=2$ nm, $\kappa_s=12$, $\kappa_o=4$, $n_i=10^{10}$ cm$^{-3}$ and $T=300$ K. Then $r=12\times2/(4\times20)=0.3$. With $k_BT=25.852$ meV and $e^2=1.43996$ eV nm,

$$
\ell=\frac{1.43996}{12\times0.025852}\ \text{nm}=4.642\ \text{nm}.
$$

Since $n_i=10^{-11}$ nm$^{-3}$, $k_i=1.708\times10^{-5}$ nm$^{-1}$ and $\ln[2/(k_iw)]=8.6752$.

At $V_g=0.7$ V the left side of the gate condition is $0.7/(2\times0.025852)=13.5386$. The root is $\beta=1.32499$, for which $\tan\beta=3.986$, and the four terms on the right are

$$
8.6752+0.2814+1.4133+3.1688=13.5387,
$$

equal to the left side within rounding. Multiplication by $2k_BT/e=51.704$ mV turns the terms into voltages. The centre potential is $\phi(0)-V=51.704\times(8.6752+0.2814)$ mV $=463.1$ mV. The surface lies $73.1$ mV higher, and the insulator takes the remaining $163.8$ mV. The sheet density is

$$
N=\frac{2\times1.32499\times3.986}{\pi\times4.642\times20}\ \text{nm}^{-2}
=0.0362\ \text{nm}^{-2}=3.62\times10^{12}\ \text{cm}^{-2},
$$

an electron charge of magnitude $0.580$ microcoulomb/cm$^2$. The densities are $n_0=6.02\times10^{17}$ and $n_s=1.017\times10^{19}$ cm$^{-3}$. Their difference, $9.56\times10^{18}$ cm$^{-3}$, agrees with $\pi\ell N^2/2$.

At $V_g=0.3$ V, $\beta=0.0563$ and the film is nearly flat: centre and surface potentials differ by less than $0.1$ mV. The leading law gives $n_iwe^v=2.192\times10^9$ cm$^{-2}$. The correction $(2/3+1.2)\beta^2=0.0059$ lowers this to $2.179\times10^9$ cm$^{-2}$, the value from the full condition.

The two densities that bound weak inversion are $2/(\pi\ell w)=6.9\times10^{11}$ cm$^{-2}$ and, stricter here because $r>1/4$, $1/(2\pi r\ell w)=5.7\times10^{11}$ cm$^{-2}$. At $0.5$ V the film is above both, with $\beta=0.888$ and $N=7.48\times10^{11}$ cm$^{-2}$, only about $15$ percent of the leading law $n_iwe^v=5.0\times10^{12}$ cm$^{-2}$. Between $0.5$ and $0.7$ V the gate moves by $200$ mV, but the centre moves by only $21$ mV and the surface by $70$ mV; the insulator takes up $130$ mV. The centre density at $0.7$ V is already $71$ percent of its limit, $8.46\times10^{17}$ cm$^{-3}$. The capacitance ratio there is $0.769$, so the film still takes a visible part of each added gate voltage.

These formulas were tested against a finite-volume solution of Poisson's equation from gate to gate, with both insulators included and symmetry not imposed. Over the three voltages the largest difference in $u$ is $3.6\times10^{-5}$, and the largest difference in $N$, relative to the formula, is $5.7\times10^{-6}$. The same numerical solution gives a swing of $59.53$ mV per decade between $0.15$ and $0.20$ V, as $(k_BT/e)\ln10$ requires. Doubling the film from $10$ to $20$ nm at $0.20$ V multiplies $N$ by $1.9999$. At $V_g=3$ V, used as a mathematical limit and not as a physical operating point, the centre density is $0.974$ of its saturated value and the capacitance ratio is $0.978$. The numerical output lists the remaining values.

The first omission is the holes. In equilibrium, with $V=0$, their density is $n_ie^{-u}$, and the equation becomes

$$
u''=4\pi\ell n_i\left(e^u-e^{-u}\right)=8\pi\ell n_i\sinh u .
$$

The log-cosine does not solve this equation. Holes can nevertheless be ignored if they are much rarer than electrons, or if both carriers are too rare to bend the potential. At $V_g=0$ the second reason applies. The equation with holes has the solution $u=0$, and the electron-only solution has $\beta\simeq k_iw/2=1.7\times10^{-4}$, and its departure from zero is largest at the centre, where its size is $(1+4r)\beta^2\simeq6\times10^{-8}$. At $0.5$ V the first reason applies. Numerical solutions with holes agree with the log-cosine to within $2\times10^{-4}$ in $u$ at both voltages.

At strongly negative gate voltage neither reason holds. For $V_g=-0.6$ V the electron-only formula puts the centre at $-0.600$ V, whereas the solution with holes gives $-0.4575$ V. The equation with holes is unchanged when $u$ and $v$ both change sign, so accumulated holes screen the centre as electrons do at positive voltage. The electron-only formula must not be used there.

The second omission is Fermi-Dirac statistics. To estimate it, take the free-electron mass $m$ and one spin-degenerate parabolic valley, with $n_i$ kept at its chosen value. The thermal wavelength and effective density of states are

$$
\lambda=\sqrt{\frac{2\pi\hbar^2}{mk_BT}}=4.30\ \text{nm},\qquad
N_c=\frac{2}{\lambda^3}=2.51\times10^{19}\ \text{cm}^{-3}.
$$

At $0.7$ V the classical surface density is $0.405N_c$, which is not very dilute. Replacing the Boltzmann density by the Fermi-Dirac one in the numerical solution nevertheless lowers $N$ by only $0.84$ percent of its Boltzmann value. Gauss's law helps to limit the change. Whatever the density law, $eN$ equals $C_o$ times the insulator drop, so that drop also falls by $0.84$ percent, or about $1.4$ mV out of $163.8$ mV. The surface potential rises by this amount, which restores part of the electrons that would be lost at fixed surface potential. The figure of $0.84$ percent belongs to this value of $N_c$; with a smaller density of states the electrons are more degenerate and the correction is larger.

The third omission is size quantization. Consider weak inversion, where the film is flat, and confine the same electrons between hard walls. The levels are $E_j=\pi^2\hbar^2j^2/(2mw^2)$ with $j=1,2,\dots$. Let $\mu$ be the chemical potential measured from the flat band bottom. Motion along the film contributes $2\int d^2q\,e^{-\hbar^2q^2/(2mk_BT)}/(2\pi)^2=2/\lambda^2$ for each level, so the quantum sheet density is $(2/\lambda^2)e^{\mu/k_BT}\sum_je^{-E_j/k_BT}$. The classical one is $(2w/\lambda^3)e^{\mu/k_BT}$. Their ratio is

$$
R=\frac{\lambda}{w}\sum_{j=1}^{\infty}e^{-aj^2},\qquad
a=\frac{E_1}{k_BT}=\frac{\pi\lambda^2}{4w^2}.
$$

For small $a$ the sum over all integers is $\sqrt{\pi/a}=2w/\lambda$, up to exponentially small terms. Removing $j=0$ and halving leaves $w/\lambda-1/2$, hence

$$
R\simeq1-\frac{\lambda}{2w}.
$$

Explicit summation of the levels gives $0.892$, $0.785$ and $0.570$ for films of $20$, $10$ and $5$ nm, in agreement with this formula. For the $20$ nm film the classical count is thus too high by $12$ percent of the quantum count, although the lowest level, $0.94$ meV, is far below $k_BT$. The reason is the walls: the wave functions vanish there, and the electrons lose a layer of thickness $\lambda/4$ at each side. In a flat film $R$ does not depend on gate voltage, so the swing is unchanged. Restoring the classical $N$ takes an extra gate voltage $(k_BT/e)\ln(1/R)$, which is $2.9$ mV at $20$ nm and $14.5$ mV at $5$ nm. These figures are for the free-electron mass. In a crystal the mass that sets $\lambda$ in $R$ is the one for motion across the film, and a lighter mass gives a larger loss: for a mass of $0.19m$, $R$ is only $0.753$ at $20$ nm.

In strong inversion the classical profile itself becomes doubtful. At $0.7$ V the layer length is $b=1/(\pi\ell N)=1.9$ nm, shorter than $\lambda$. The classical density is greatest at the wall, where the hard-wall quantum density is zero. The value of $n_s$ quoted above therefore belongs to the classical model and does not predict the density at a real interface. The resulting change in $N$ and in the capacitance requires the Schrödinger and Poisson equations to be solved together, and it is not estimated here. The model also lets each electron feel only the averaged potential. At $0.7$ V the spacing $n_s^{-1/3}=4.6$ nm is about equal to $\ell$, so correlation between electrons need not be small near the surface; it is not estimated here either.

## Numbers as computed

```
temperature 300 K; kT = 25.852 meV
film width 20 nm; insulator width 2 nm
permittivities: film 12, insulator 4
n_i = 1.0e+10 cm^-3; r = 0.300
e^2 = 1.43996 eV nm; ell = 4.6417 nm
k_i = 1.7078e-05 nm^-1; ln(2/(k_i w)) = 8.6752
Vg = 0.3 V: beta = 0.05634
  phi-V: centre 0.29982 V, surface 0.29990 V
  insulator drop 0.00010 V
  n: centre 1.0883e+15 cm^-3, surface 1.0917e+15 cm^-3
  N = 2.1789e+09 cm^-2
Vg = 0.5 V: beta = 0.88765
  phi-V: centre 0.44238 V, surface 0.46617 V
  insulator drop 0.03383 V
  n: centre 2.7016e+17 cm^-3, surface 6.7802e+17 cm^-3
  N = 7.4792e+11 cm^-2
Vg = 0.7 V: beta = 1.32499
  phi-V: centre 0.46309 V, surface 0.53616 V
  insulator drop 0.16384 V
  n: centre 6.0196e+17 cm^-3, surface 1.0166e+19 cm^-3
  N = 3.6217e+12 cm^-2
largest |u formula - u numerical| = 3.6e-05 (no unit)
largest relative difference in N = 5.7e-06
terms at 0.7 V: e Vg/(2kT) = 13.5386
  ln beta = 0.2814; -ln cos beta = 1.4133
  2 r beta tan beta = 3.1688
electron charge magnitude at 0.7 V = 0.5803 microcoulomb/cm^2
numerical swing, 0.15 to 0.20 V: 59.530 mV/decade
(kT/e) ln 10 = 59.526 mV/decade
numerical N(20 nm)/N(10 nm) at 0.20 V = 1.9999
saturated centre density = 8.4603e+17 cm^-3
saturated centre phi-V = 0.47189 V
numerical centre density/limit at 3 V = 0.974
capacitance/insulator value at 0.7 V: formula 0.7694, numerical 0.7694
capacitance/insulator value at 3.0 V: formula 0.9783, numerical 0.9785
centre phi at Vg = -0.6 V, V = 0: electron-only -0.6000 V, with holes -0.4575 V
effective density of states = 2.5094e+19 cm^-3
surface n/density of states at 0.7 V = 0.405
N at 0.7 V with Fermi-Dirac statistics = 3.5913e+12 cm^-2
  relative change from Boltzmann = -0.84 percent
thermal wavelength = 4.3035 nm
w = 20 nm: lowest level 0.940 meV, quantum/classical count 0.8924
w = 10 nm: lowest level 3.760 meV, quantum/classical count 0.7848
w = 5 nm: lowest level 15.041 meV, quantum/classical count 0.5697
```
